# Steps and logarithms in quadratic triangle integration of two-dimensional bands, part 1

(Sections cited here and not found follow in the second part.)

A model band on a square lattice has, $10^{-4}$ eV above its minimum, a density of states of 0.08683 per eV, cell and spin. A linear triangle integration returns 0.00125 there. A quadratic triangle integration that uses exactly the same band energies returns 0.08397. At $10^{-8}$ eV above the minimum the exact value is still 0.08683, but the quadratic method has dropped to 0.00309. The quadratic scheme evidently holds the step that the linear scheme loses, and it holds it only down to some small energy. Both facts need a reason, and the two energy scales need a formula.

## First half: one triangle, integrated exactly

### Entry 1. Conventions and the simplest band

The algebra is in atomic units, for one band and one spin. For a region $T$ of the $k$ plane the quantity wanted is

$$g_f(E)=\int_T f(k)\,\delta\big(E-\varepsilon(k)\big)\,d^2k,\qquad g\equiv g_1 ,$$

where $f$ is a smooth weight such as a matrix element. The integral is additive over regions, so a zone cut into triangles needs only the integral over one triangle.

Take $\varepsilon=q^2/2$ on the whole plane. In polar coordinates $d^2q=q\,dq\,d\varphi=d(q^2/2)\,d\varphi$, and the delta function removes the first differential if $E>0$. Hence $g=2\pi$ for $E>0$ and $g=0$ for $E<0$. The step exists because the contour shrinks as $q$ while the gradient also falls as $q$; the ratio stays finite. In a scheme whose gradient stays away from zero, that ratio falls to zero as the contour shrinks to a point.

### Entry 2. The linear triangle

Let $\varepsilon$ be linear on a triangle of area $A$ with vertex energies $e_1<e_2<e_3$. For $e_1<E<e_2$ the region $\varepsilon<E$ is a small triangle at vertex 1 that covers the fractions $(E-e_1)/(e_2-e_1)$ and $(E-e_1)/(e_3-e_1)$ of the two edges leaving that vertex. Its area is $A$ times the product of the fractions, and $g$ is the derivative of this area with respect to $E$. For $e_2<E<e_3$ the same argument applies to the region $\varepsilon>E$ at vertex 3, whose area decreases with $E$. Thus

$$g=\frac{2A\,(E-e_1)}{(e_2-e_1)(e_3-e_1)}\ \ (E<e_2),\qquad g=\frac{2A\,(e_3-E)}{(e_3-e_2)(e_3-e_1)}\ \ (E>e_2).$$

Both pieces equal $2A/(e_3-e_1)$ at $e_2$. As a check, the tent has base $e_3-e_1$ and that height, so its area is $A$, as $\int g\,dE=\int_T d^2k$ requires. With distinct vertex energies $g$ is continuous and bounded, and so is any finite sum of such tents: no step and no logarithm. The statement fails in degenerate triangles. For $e_1=e_2$ the rising piece has zero width and $g$ jumps by $2A/(e_3-e_1)$ at $e_1$; for three equal energies $g=A\,\delta(E-e_1)$.

### Entry 3. Six points fix a quadratic

A triangle with vertices $k_1,k_2,k_3$ is the image of the reference triangle $(0,0),(1,0),(0,1)$ under $k=k_1+x(k_2-k_1)+y(k_3-k_1)$. The Jacobian is the constant $2A$, and an affine map turns a quadratic polynomial into a quadratic polynomial, so $g_f=2A\,g_f^{\rm ref}$. On the reference triangle write

$$\varepsilon=c_0+c_1x+c_2y+c_3x^2+c_4xy+c_5y^2 ,$$

and fix the six coefficients by the vertex values $e_1,e_2,e_3$ and the edge-midpoint values $m_{12},m_{23},m_{13}$.

Along an edge from vertex $a$ to vertex $b$ with midpoint value $m$, the polynomial is $e_a+\beta t+\alpha t^2$ with $0\le t\le1$. The condition at $t=1$ is $\alpha+\beta=e_b-e_a$. The condition at $t=\tfrac12$, multiplied by four, is $\alpha+2\beta=4m-4e_a$. Subtracting the first from the second gives $\beta$, and the first then gives $\alpha$:

$$\beta=-3e_a+4m-e_b,\qquad \alpha=2e_a-4m+2e_b .$$

The edge $y=0$ yields $c_0=e_1$, $c_1=-3e_1+4m_{12}-e_2$, $c_3=2e_1-4m_{12}+2e_2$. The edge $x=0$ yields $c_2=-3e_1+4m_{13}-e_3$, $c_5=2e_1-4m_{13}+2e_3$. These five coefficients already reproduce five nodes. At the last node, $(\tfrac12,\tfrac12)$,

$$c_0+\tfrac12(c_1+c_2)+\tfrac14(c_3+c_5)=-e_1+m_{12}+m_{13},$$

because the $e_1$ terms add to $1-3+1=-1$, each midpoint term to $2-1=1$, and the $e_2$, $e_3$ terms to $-\tfrac12+\tfrac12=0$. Setting this plus $c_4/4$ equal to $m_{23}$ gives $c_4=4(e_1+m_{23}-m_{12}-m_{13})$. The solution exists and is unique for any six values.

Two limits follow. If each midpoint value is the mean of its two vertices, then $c_3=c_5=0$ and $c_4=4\big(e_1+\tfrac{e_2+e_3}{2}-\tfrac{e_1+e_2}{2}-\tfrac{e_1+e_3}{2}\big)=0$, and Entry 2 is recovered. If the band is itself quadratic, uniqueness makes the interpolant equal to the band. The restriction to an edge depends on the three nodes of that edge only, so neighbouring triangles agree along it: the interpolant is continuous. Its normal derivative involves the other nodes and in general jumps. Integrating the delta function exactly over this interpolant is the analytic quadratic method of Wiesenekker, te Velde and Baerends.

### Entry 4. The density is a time

Where $\nabla\varepsilon\neq0$, use the length $l$ along the contour and the distance $n$ across it: $d^2k=dl\,dn$ and $d\varepsilon=|\nabla\varepsilon|\,dn$, so $g_f=\int f\,dl/|\nabla\varepsilon|$ over the part of the contour $\varepsilon=E$ inside $T$. Define a flow

$$\frac{dk}{d\tau}=v=J\nabla\varepsilon=(\partial_y\varepsilon,\,-\partial_x\varepsilon),\qquad J=\begin{pmatrix}0&1\\-1&0\end{pmatrix}.$$

It conserves $\varepsilon$, since $d\varepsilon/d\tau=\partial_x\varepsilon\,\partial_y\varepsilon-\partial_y\varepsilon\,\partial_x\varepsilon=0$, and its speed is $|v|=|\nabla\varepsilon|$. Therefore $d\tau=dl/|\nabla\varepsilon|$ and

$$g_f=\int f\,d\tau .$$

The density is the time that the flow spends in the triangle. The flow is the semiclassical motion of an electron in a field $B$ normal to the plane: $dk/dt=-\nabla\varepsilon\times\mathbf B=-BJ\nabla\varepsilon$, so $\tau=-Bt$.

For a quadratic, $\nabla\varepsilon=b+Hk$ with $b=(c_1,c_2)$ and the constant Hessian $H$, whose entries are $H_{11}=2c_3$, $H_{12}=c_4$, $H_{22}=2c_5$. Differentiating $v$ along the flow gives $dv/d\tau=Mv$ with

$$M=JH=\begin{pmatrix}H_{12}&H_{22}\\-H_{11}&-H_{12}\end{pmatrix},\qquad M^2=(H_{12}^2-H_{11}H_{22})\,\mathbb 1=-D\,\mathbb 1,$$

where $D=\det H=4c_3c_5-c_4^2$; the off-diagonal entries of $M^2$ are $H_{12}H_{22}-H_{22}H_{12}=0$ and $-H_{11}H_{12}+H_{12}H_{11}=0$. Thus $d^2v/d\tau^2=-Dv$. The motion is oscillatory with $\omega=\sqrt D$ for $D>0$, exponential with $\kappa=\sqrt{-D}$ for $D<0$, and polynomial for $D=0$. Under the affine map $D$ is multiplied by $(2A)^2$, so its sign is a property of the interpolant and not of the coordinates. For $\varepsilon=q^2/2$ one has $D=1$ and period $2\pi$, which is Entry 1.

### Entry 5. Normal forms

Let $H$ have eigenvalues $\lambda_1,\lambda_2$ and orthonormal eigenvectors $n_1,n_2$, oriented like the $x$ and $y$ axes.

For $D\ne0$ the gradient vanishes at the centre $k_0=-H^{-1}b$, where $\varepsilon=e_0=c_0+\tfrac12 b\cdot k_0$. With $q_i=n_i\cdot(k-k_0)$ one has $\varepsilon-e_0=\tfrac12(\lambda_1q_1^2+\lambda_2q_2^2)$. Rescale $u_i=\sqrt{|\lambda_i|}\,q_i$, so that $d^2k=du_1du_2/\sqrt{|D|}$, and put $w=E-e_0$.

*Elliptic, $D>0$.* Here $\varepsilon-e_0=\pm\rho^2/2$ with $u=\rho(\cos\varphi,\sin\varphi)$, and $du_1du_2=d(\rho^2/2)\,d\varphi$. For $w$ of the sign of $\lambda_1$,

$$g=\Delta\varphi/\omega ,$$

with $\Delta\varphi$ the total angle of the arcs of the circle $\rho=\sqrt{2|w|}$ inside the image of $T$; for the other sign $g=0$.

*Hyperbolic, $D<0$, $\lambda_1>0>\lambda_2$.* Here $\varepsilon-e_0=\tfrac12(u_1^2-u_2^2)=\tfrac12\xi\eta$ with $\xi=u_1+u_2$, $\eta=u_1-u_2$. The flow reads $\dot q_1=\partial\varepsilon/\partial q_2=-|\lambda_2|q_2$ and $\dot q_2=-\partial\varepsilon/\partial q_1=-\lambda_1q_1$. Multiplying by $\sqrt{\lambda_1}$ and $\sqrt{|\lambda_2|}$ gives $\dot u_1=-\kappa u_2$ and $\dot u_2=-\kappa u_1$, hence $\dot\xi=-\kappa\xi$ and $\dot\eta=+\kappa\eta$. The rapidity $\chi=\tfrac12\ln|\xi/\eta|$ obeys $\dot\chi=-\kappa$ on every branch and for both signs of $w$. Give each point where the contour meets the boundary a sign $\sigma$, $+1$ for an exit of the flow and $-1$ for an entry. The time inside is

$$g=\frac1\kappa\Big|\sum_{\rm crossings}\sigma\chi\Big| .$$

On the contour $\xi\eta=2w$, so $\chi=\ln|\xi|-\tfrac12\ln|2w|$ may be used instead.

*Parabolic, $D=0$.* Let $\lambda_2=0$, $\lambda_1=\lambda$, $z=n_2\cdot k$, $\gamma=b\cdot n_2$. For $\lambda\neq0$, completing the square with $u=n_1\cdot k+b\cdot n_1/\lambda$ gives $\varepsilon=e_0+\tfrac12\lambda u^2+\gamma z$, $e_0=c_0-(b\cdot n_1)^2/2\lambda$. For $\gamma\ne0$ the flow has $\dot u=\partial\varepsilon/\partial z=\gamma$, so

$$g=\Big|\sum\sigma u\Big|\,/\,|\gamma| .$$

The linear case is included: for $H=0$ choose $n_2$ along $b$ and $u=n_1\cdot k$, and $g$ is the chord length over $|\nabla\varepsilon|$.

*Degenerate forms.* The three names do not exhaust the cases. For $\gamma=0$, $\lambda\ne0$ the contour is the line pair $u=\pm\sqrt{2w/\lambda}$, on which $|\nabla\varepsilon|=|\lambda u|=\sqrt{2\lambda w}$, and $g$ is the sum of the chord lengths over $\sqrt{2\lambda w}$. This is the inverse-square-root edge of a one-dimensional band. For $H=0$ and $b=0$, $g$ is a delta function.

The elliptic and hyperbolic formulas refer to a centre whose component along $n_2$ is $-\gamma/\lambda_2$. As $\lambda_2$, and with it $D$, goes to zero, the centre recedes to infinity unless $\gamma$ vanishes at least as fast, as it can on the approach to a line pair. On a smooth band the Hessian determinant passes through zero on any path from an extremum to a saddle, so a fine mesh in general contains triangles in which these formulas subtract nearly equal large numbers. A form without the centre avoids this.

### Entry 6. Crossings and the chord formula

On each edge the crossings are the roots of $\alpha t^2+\beta t+e_a-E=0$ in $[0,1)$, with $\alpha,\beta$ from Entry 3. Run the boundary counter-clockwise with edge vector $\mathbf t=(t_x,t_y)$; then $(t_y,-t_x)$ points outward, and

$$v\cdot(t_y,-t_x)=\partial_y\varepsilon\,t_y+\partial_x\varepsilon\,t_x=\frac{d\varepsilon}{dt}=\beta+2\alpha t .$$

A crossing is an exit where $\varepsilon$ rises along the boundary and an entry where it falls. Along any contour entries and exits alternate, so each entry pairs with the exit reached in the shortest forward time. If there is no crossing, the contour contributes only when it is a closed ellipse inside $T$. That requires $D>0$, the centre inside $T$, $w$ of the right sign, and the vertices outside the ellipse; then $g=2\pi/\omega$. Contours exactly tangent to an edge or exactly through a vertex occur at isolated energies and are taken as limits.

For the time between two points, expand $e^{M\tau}$ and use $M^2=-D$: even powers sum to a multiple of $\mathbb 1$, odd powers to a multiple of $M$,

$$e^{M\tau}=c\,\mathbb 1+S\,M,\qquad c=\cos\omega\tau,\quad S=\frac{\sin\omega\tau}{\omega}.$$

Integrating $v=e^{M\tau}v_1$ from the entry point $p$ gives

$$k(\tau)=p+S\,v_1+C\,Mv_1,\qquad C=\frac{1-\cos\omega\tau}{\omega^2}.$$

The functions $c,S,C$ are power series in $D$. For $D<0$ they are $\cosh\kappa\tau$, $\sinh\kappa\tau/\kappa$, $(\cosh\kappa\tau-1)/\kappa^2$, and for $D=0$ they are $1,\tau,\tau^2/2$.

Let $d=k(\tau)-p$ be the chord, $s=v_1+v_2=(1+c)v_1+SMv_1$ the sum of the end velocities, and $\vartheta=\omega\tau/2$. Insert $S=2\sin\vartheta\cos\vartheta/\omega$, $C=2\sin^2\vartheta/\omega^2$ and $1+c=2\cos^2\vartheta$. Both vectors contain the factor $v_m=\cos\vartheta\,v_1+(\sin\vartheta/\omega)Mv_1$, the velocity at half time:

$$d=\frac{2\sin\vartheta}{\omega}\,v_m,\qquad s=2\cos\vartheta\,v_m .$$

Then $\omega|d|^2=P\sin\vartheta$ and $s\cdot d=P\cos\vartheta$ with the same factor $P=4\sin\vartheta\,|v_m|^2/\omega$, positive for $0<\vartheta<\pi$. The two-argument arctangent therefore returns $\vartheta$ on the whole orbit. Replacing the circular functions by hyperbolic ones, or by their $D=0$ values, gives the other cases:

$$\tau=\frac2\omega\,{\rm atan2}\big(\omega|d|^2,\,s\cdot d\big),\qquad \tau=\frac2\kappa\,{\rm artanh}\frac{\kappa|d|^2}{s\cdot d},\qquad \tau=\frac{2|d|^2}{s\cdot d}.$$

With $\Theta=|d|^2/(s\cdot d)$, the first two have the common expansion $2\Theta(1-D\Theta^2/3+\dots)$, so $\tau$ is smooth through $D=0$ and no centre appears.

The hyperbolic formula selects the branch by itself. A later point on the same branch has $\kappa\Theta=\tanh(\kappa\tau/2)\in(0,1)$ and an earlier one has $\Theta<0$. A point on the other branch is $-q_2$ relative to the centre, where $q_2$ lies on the branch of $q_1$. With $v=Mq$, $M^2=\kappa^2$ and $q_m$ the half-time point, $q_{2,1}=e^{\pm M\tau/2}q_m$ gives $d=-(q_1+q_2)=-2\cosh(\kappa\tau/2)\,q_m$ and $s=M(q_1-q_2)=-2\kappa\sinh(\kappa\tau/2)\,q_m$. Then $\kappa\Theta=\coth(\kappa\tau/2)$, of modulus above one, and the pair is rejected. For a line pair, points on different lines have $s=0$ and are rejected too.

The program tests the chord time against a flow propagated by a matrix exponential, for $D$ of both signs, for $D=0$ and for $D=\pm10^{-9}$.

### Entry 7. Weights

Let $f$ be interpolated on the same six nodes, with Hessian $F$. Taylor's formula is exact for a quadratic, so with $a=Mv_1$

$$f(k(\tau))=f(p)+\nabla f(p)\cdot(Sv_1+Ca)+\tfrac12S^2\,v_1^{\sf T}Fv_1+SC\,v_1^{\sf T}Fa+\tfrac12C^2\,a^{\sf T}Fa .$$

Five integrals over $[0,\tau]$ are needed. The rules are $C'=S$, $S'=c$, $c'=-DS$, $c=1-DC$, and $c^2+DS^2=1$, which holds at $\tau=0$ and has derivative $-2DcS+2DSc=0$. From $C'=S$ follow $\int S=C$ and $\int SC=C^2/2$. From $C=(1-c)/D$ follows $\int C=(\tau-S)/D$. The product rule gives $(Sc)'=c^2-DS^2$, which equals both $1-2DS^2$ and $2c^2-1$; hence $\int S^2=(\tau-Sc)/2D$ and $\int c^2=(\tau+Sc)/2$. Squaring $C=(1-c)/D$ then gives

$$\int C^2=\frac{\tau-2S+\int c^2}{D^2}=\frac{\tfrac32\tau-2S+\tfrac12Sc}{D^2}.$$

For $D=0$ direct integration of $S=\tau$, $C=\tau^2/2$ gives $\tau^2/2$, $\tau^3/6$, $\tau^3/3$, $\tau^4/8$, $\tau^5/20$ for $\int S$, $\int C$, $\int S^2$, $\int SC$, $\int C^2$. For small $|D|\tau^2$ the closed forms cancel, and the power series of $S$ and $C$ are integrated term by term. A limit: over a full ellipse $S=C=0$ at the end point, and for linear $f$ the result is $\tau\,[f(p)+\nabla f\cdot a/D]$. Since $a=M^2(p-k_0)=-D(p-k_0)$, the bracket is $f(k_0)$, the mean of a linear function over a centred ellipse. Because $g_f$ is linear in the six nodal values of $f$, the same integrals give six integration weights per triangle.

The numerical check evaluates the definition by another road: for each $x$ it sums $f/|\partial_y\varepsilon|$ over the roots $y$ in the triangle and integrates over $x$ by quadrature. On 104 hyperbolic, 20 elliptic, 5 parabolic (two of them linear) and 3 line-pair cases, the normal forms, the chord formula and the weighted integrals are tested against it. The largest deviation of the chord result is $4.9\times10^{-9}$, relative to $1+g$.

## Second half: singularities, meshes and a lattice band

The symbols carried over are these. $g(E)=\int_T\delta(E-\varepsilon)\,d^2k$ is the time spent in $T$ by the flow $\dot k=J\nabla\varepsilon$. The six-point interpolant has Hessian $H$, $D=\det H$, $\omega=\sqrt D$, $\kappa=\sqrt{-D}$, centre $k_0$, critical energy $e_0$, and normal coordinates $u_i=\sqrt{|\lambda_i|}\,q_i$. The elliptic form gives $g=\Delta\varphi/\omega$. The hyperbolic form, with $\xi,\eta=u_1\pm u_2$ and $\xi\eta=2w$, gives $g=\Delta\chi/\kappa$, $\chi=\tfrac12\ln|\xi/\eta|$. On an edge the interpolant is $e_a+\beta t+\alpha t^2$ with $\beta=-3e_a+4m-e_b$, $\alpha=2e_a-4m+2e_b$. A linear triangle gives a tent that starts as $2A(E-e_1)/[(e_2-e_1)(e_3-e_1)]$. The energy $w$ is measured from the critical point under discussion.

### Entry 8. Step and logarithm of an exactly quadratic band

With an extremum inside $T$, the ellipse is closed for small $|w|$ and $g$ jumps from $0$ to $2\pi/\omega$. In the magnetic reading $1/\omega$ is the cyclotron mass. For $c_3,c_4,c_5=0.9,\,0.4,\,0.6$ in reference units, $D=4(0.9)(0.6)-0.16=2$ and the step is $2\pi/\sqrt2=4.442883$. With the extremum at the vertex $(0,0)$ the arc spans the angle $\alpha_v$ between the images of the two edges. The scalar product in normal coordinates is $r^{\sf T}Hr'$ at a minimum and $-r^{\sf T}Hr'$ at a maximum, so $\cos\alpha_v=\pm H_{12}/\sqrt{H_{11}H_{22}}=\pm c_4/\sqrt{4c_3c_5}$ with the upper sign for a minimum. For the minimum above, $\cos\alpha_v=0.4/\sqrt{2.16}$, $\alpha_v=1.295154$, and the step is $\alpha_v/\sqrt2=0.915812$. For a quadratic band the angles of all triangles around a vertex add to $2\pi$.

With a saddle inside $T$, let the asymptote $\eta=0$ meet the boundary at $\xi=\xi_+$ and $\xi=-\xi_-$, and the asymptote $\xi=0$ at $\eta=\eta_+$ and $\eta=-\eta_-$. For small $w>0$ the branch with $\xi,\eta>0$ crosses the boundary near $\xi_+$, where $\chi=\ln\xi_+-\tfrac12\ln2w$, and near $\eta_+$, where $\chi=-\ln\eta_++\tfrac12\ln2w$. Its span is $\ln(\xi_+\eta_+/2w)$, and the opposite branch has $\ln(\xi_-\eta_-/2w)$. For $w<0$ the pairs are $(\xi_+,\eta_-)$ and $(\xi_-,\eta_+)$, with the same product. Hence for both signs

$$g=\frac1\kappa\ln\frac{\xi_+\xi_-\eta_+\eta_-}{4w^2}+O(w)=-\frac2\kappa\ln|w|+{\rm const}.$$

The remainder comes from the slope of the edge: near the intercept $\xi=\xi_++\mu\eta$ with $\eta\simeq2w/\xi_+$, which shifts $\ln\xi$ by $2\mu w/\xi_+^2$, odd in $w$. For $c_3,c_4,c_5=0.9,\,0.4,\,-0.6$ centred at $(0.3,0.25)$, $D=-2.32$ and the intercepts 0.50945, 0.56467, 0.71039, 0.63249 have product 0.12925. At $|w|=10^{-5}$, $\ln(0.12925/4\times10^{-10})=19.594$, and division by $\sqrt{2.32}=1.5232$ gives 12.864. The program prints 12.86382 for the asymptote and 12.86388, 12.86375 for $w>0$, $w<0$, on either side of it. Both steps and the logarithm are tested against the slice quadrature.

Each of the four asymptotic rays carries $-(1/2\kappa)\ln|w|$: the flow slows down near the saddle, where the velocity vanishes, and needs that long to pass from distance $\sqrt{|w|}$ to the boundary. For a quadratic band the interpolant is the band, so any mesh sums to the exact $g$.

The integral over one quadratic triangle is now exact, and for an exactly quadratic band it gives the step $2\pi/\omega$ at an interior extremum and the logarithm $-(2/\kappa)\ln|w|$ at an interior saddle. What remains is how linear meshes treat these singularities, how quadratic meshes round or displace them when the band is not quadratic, and the test on the lattice band.

Numbers in the example were calculated in double precision.
